\section*{Computing extended Stevens operators with an exact integer recurrence}

\section{Result}

Take $\hbar=1$ (atomic units), a multiplet of fixed $J$, and write $X=J(J+1)$, $z=J_z$, $N=2J$. Define $R_k=J_+^k$ and $R_{q-1}=[R_q,J_-]$ for $q=k,\dots,1$. Then $R_q=J_+^qP_q(z,X)$, where $P_k=1$ and
\begin{equation}
P_{q-1}(z)=[X-z(z-1)]\,P_q(z-1)-[X-(z+q)(z+q-1)]\,P_q(z).
\label{rec}
\end{equation}
Each $P_q$ has integer coefficients. With $F_{kq}$ their greatest common divisor, the extended Stevens operators are, for $q>0$,
\begin{equation}
O_k^0=\frac{R_0}{F_{k0}},\qquad O_k^{q}=\frac{\alpha(R_q+R_q^\dagger)}{2F_{kq}},\qquad O_k^{-q}=\frac{\alpha(R_q-R_q^\dagger)}{2iF_{kq}},
\label{def}
\end{equation}
with $\alpha=\tfrac12$ for $k$ even and $q$ odd, and $\alpha=1$ otherwise. In floating point the construction fails in three separate ways; for commuted matrices the noise amplification derived below is largest at intermediate rank and equals 1 at $k=2J$. Running (\ref{rec}) in unbounded integers on the allowed values of $m$ avoids all three.

\section{Rank 2 by hand}

The rules needed follow from $[J_z,J_\pm]=\pm J_\pm$ and $[J_+,J_-]=2J_z$: $f(z)J_+=J_+f(z+1)$, $J_+J_-=X-z(z-1)$, $J_-J_+=X-z(z+1)$. Start from $R_2=J_+^2$ and bring both terms to the form $J_+f(z)$:
\begin{align*}
J_+^2J_-&=J_+[X-z(z-1)],\\
J_-J_+^2&=[X-z(z+1)]J_+=J_+[X-(z+1)(z+2)].
\end{align*}
The difference is $R_1=J_+(z+3z+2)=J_+(4z+2)$. For the next step, $J_+(4z+2)J_-=(4z-2)J_+J_-$, since moving $J_+$ to the right lowers the argument by one, so
\begin{align*}
R_0&=(4z-2)(X-z^2+z)-(X-z^2-z)(4z+2)\\
&=-4X+(-4z^3+6z^2-2z)+(4z^3+6z^2+2z)=12z^2-4X .
\end{align*}
The divisors are $F_{2q}=4,2,1$ for $q=0,1,2$. Hence $O_2^0=3J_z^2-X$ and $O_2^2=\tfrac12(J_+^2+J_-^2)$. For $q=1$, $J_zJ_++J_+J_z=J_+(2z+1)$, so (\ref{def}) with $\alpha=\tfrac12$ gives $O_2^1=\tfrac14\{J_z,J_++J_-\}$, the standard Stevens form.

\section{The general recurrence}

The same moves work for any $q$:
\begin{align*}
J_+^qP_q(z)J_-&=J_+^{q-1}P_q(z-1)J_+J_-=J_+^{q-1}P_q(z-1)[X-z(z-1)],\\
J_-J_+^qP_q(z)&=[X-z(z+1)]J_+^{q-1}P_q(z)=J_+^{q-1}[X-(z+q-1)(z+q)]P_q(z).
\end{align*}
Subtraction gives (\ref{rec}). It uses only integer shifts and products, so integrality in $z$ and in $X$, treated as a formal variable, follows by induction.

Write $P_q=\sum_j a_jz^j$, each $a_j$ a polynomial in $X$. Since $(z-1)^j=\sum_i\binom ji(-1)^{j-i}z^i$, the coefficient of $z^\mu$ in the first term of (\ref{rec}) is $\sum_n(-1)^n[\binom{\mu+n}{\mu}X-\binom{\mu+n}{\mu-1}-\binom{\mu+n}{\mu-2}]a_{\mu+n}$ with $n\ge-2$. The second term contributes $-Xa_\mu+a_{\mu-2}+(2q-1)a_{\mu-1}+q(q-1)a_\mu$. The $n=-2$ term is $-a_{\mu-2}$ and cancels; $n=-1$ gives $[1+(\mu-1)]a_{\mu-1}$; $n=0$ gives $[X-\mu-\tfrac12\mu(\mu-1)]a_\mu$, whose $X$ cancels. The result is Ryabov's recurrence,
\begin{align}
a'_\mu={}&(2q+\mu-1)a_{\mu-1}+[q(q-1)-\tfrac12\mu(\mu+1)]a_\mu\nonumber\\
&+\sum_{n\ge1}(-1)^n\Big[\tbinom{\mu+n}{\mu}X-\tbinom{\mu+n}{\mu-1}-\tbinom{\mu+n}{\mu-2}\Big]a_{\mu+n}.
\label{coef}
\end{align}
The degree rises by one per step. At $\mu=k-q+1$ only the first term survives, with factor $k+q$, so $P_q$ has leading term $(2k)!/(k+q)!\,z^{k-q}$, which is positive. Counting $X$ as degree 2, the top-degree part of (\ref{rec}) comes from $P_q(z-1)-P_q(z)\to-P_q'$ and from $z+(2q-1)z$:
\begin{equation}
P^{\rm top}_{q-1}=(z^2-X)\,\partial_zP^{\rm top}_q+2qz\,P^{\rm top}_q .
\label{top}
\end{equation}

\section{Rank, norm and classical partner}

The maps $A\mapsto[J_a,A]$ obey the angular-momentum algebra by the Jacobi identity. With the scalar product $\mathrm{Tr}\,A^\dagger B$, cyclic invariance gives $\mathrm{Tr}\,A^\dagger[J_-,B]=\mathrm{Tr}\,[J_+,A]^\dagger B$, so the raising and lowering maps are adjoint, as for states. Since $[J_+,J_+^k]=0$ and $[J_z,J_+^k]=kJ_+^k$, the operator $J_+^k$ is a highest-weight vector of rank $k$ and the $R_q$ are its ladder. Therefore $\sum_a[J_a,[J_a,O_k^{q}]]=k(k+1)O_k^{q}$, different ranks are trace-orthogonal, and each step multiplies the norm by
\begin{equation}
\sigma_q(k)=\sqrt{(k+q)(k-q+1)} .
\label{sigma}
\end{equation}
With $s=J+m$, $|\langle m+k|J_+^k|m\rangle|^2=k!^2\binom{s+k}{k}\binom{N-s}{k}$. The sum over $s$ is the coefficient of $x^{N-k}$ in $(1-x)^{-k-1}(1-x)^{-k-1}$, so
\begin{equation}
\|R_q\|^2=\frac{(2k)!\,(k-q)!}{(k+q)!}\,k!^2\binom{N+k+1}{2k+1}.
\label{norm}
\end{equation}
Because $\mathrm{Tr}\,R_q^2=0$ for $q>0$, $\mathrm{Tr}\,(O_k^{\pm q})^2=\alpha^2\|R_q\|^2/2F^2$. For $k>N$ the starting matrix $J_+^k$ is zero, so every operator of that rank vanishes in the multiplet although its polynomial does not.

The series $e^{-tJ_-}Ae^{tJ_-}=\sum_n(t^n/n!)[\dots[A,J_-],\dots,J_-]$ terminates for $A=J_+$, because $[J_+,J_-]=2J_z$, $[2J_z,J_-]=-2J_-$ and the next commutator is zero. Conjugation preserves products, so, with $R_{q-1}=[R_q,J_-]$ continued down to $q=-k$ and $n$ running from $0$ to $2k$,
\begin{equation}
\sum_n\frac{t^n}{n!}R_{k-n}=(J_++2tJ_z-t^2J_-)^k=(\mathbf n\cdot\mathbf J)^k,
\label{gen}
\end{equation}
with $\mathbf n=(1-t^2,\,i(1+t^2),\,2t)$ and $\mathbf n^2=(1-t^2)^2-(1+t^2)^2+4t^2=0$. The partner $(\mathbf n\cdot\mathbf r)^k$ is harmonic, its Laplacian being proportional to $\mathbf n^2$. A rotation mixes the components of $\mathbf J$ exactly as those of $\mathbf r$, so $R_q$ rotates as its partner. Reordering operators only produces lower degrees, so the partner is $(x+iy)^qP_q^{\rm top}(z,r^2)$. For $q=0$ the multinomial coefficient of $t^k$ gives, with $\rho^2=x^2+y^2$,
\begin{equation}
P_0^{\rm top}=k!\,2^k\sum_i\frac{k!}{i!^2(k-2i)!}\,z^{k-2i}\Big(-\frac{\rho^2}{4}\Big)^i ,
\label{leg}
\end{equation}
where the sum, being harmonic, axially symmetric and equal to 1 at $(0,0,1)$, is $r^k$ times the Legendre polynomial. This is the large-$J$ limit at fixed $k$.

\section{Normalisation}

Both $F$ and $\alpha$ are conventions. The step $L$ in (\ref{rec}) is linear, so if $P_q=F_{kq}\,p_q$ then $F_{k,q-1}=F_{kq}\gcd(Lp_q)$: one divides after every step and keeps the running product. For $k=4$,
\begin{align*}
Lp_4&=z-z^2+(z+4)(z+3)=4(2z+3),\\
Lp_3&=(X-z^2+z)(2z+1)-(X-z^2-5z-6)(2z+3)\\
&=2(7z^2+14z+9-X),\\
Lp_2&=(X-z^2+z)(7z^2+2-X)-(X-z^2-3z-2)(7z^2+14z+9-X)\\
&=3(14z^3+21z^2+19z+6-6Xz-3X),\\
Lp_1&=(X-z^2)[p_1(z-1)-p_1(z)]+z[p_1(z-1)+p_1(z)]\\
&=(X-z^2)(6X-42z^2-12)+z^2(28z^2+38-12X)\\
&=2(35z^4-30Xz^2+25z^2+3X^2-6X),
\end{align*}
so $F_{4q}=1,4,8,24,48$ for $q=4,\dots,0$.

The factor $\alpha$ rests on the reflection $P_q(-z-q)=(-1)^{k-q}P_q(z)$. It holds for $P_k=1$. Substituting $z\to-z-q+1$ in (\ref{rec}) exchanges the two brackets and turns $P_q(z-1)$, $P_q(z)$ into $P_q(-z-q)$, $P_q(-(z-1)-q)$, which by hypothesis are $(-1)^{k-q}$ times $P_q(z)$, $P_q(z-1)$; the two terms swap and the sign flips. For odd $k-q$, $p_q$ then vanishes at $z=-q/2$. If $q$ is odd as well, $2z+q$ has coprime coefficients, Gauss's lemma makes the quotient integral, and the leading coefficient of $p_q$ is even. The traditional form $\tfrac14\{g(z),J_+^q+J_-^q\}$ contains $\tfrac14J_+^q[g(z+q)+g(z)]$, so $g(z)+g(z+q)=2\alpha p_q$ and the leading coefficient of $g$ is $\alpha$ times that of $p_q$; $\alpha=\tfrac12$ removes the factor 2. Integrality belongs to $p$, not to $g$: for $k=3$ two steps give $p_1=5z^2+5z+2-X$, which requires $g=5z^2-X-\tfrac12$.

\section{Matrix elements in integers}

On the grid $m=s-J$ the brackets in (\ref{rec}) factorise, $X-m(m-1)=s(N-s+1)$ and $X-(m+q)(m+q-1)=(s+q)(N-s-q+1)$, which are integers for half-integer $J$ too:
\begin{equation}
P_{q-1}(s)=s(N-s+1)P_q(s-1)-(s+q)(N-s-q+1)P_q(s).
\label{grid}
\end{equation}
The values $P_q(s)$ are needed for $s=0,\dots,N-q$. At $s=0$ the first factor vanishes and at $s=N-q+1$ the second, so nothing outside the grid is read. For $J=1$, $k=2$: $P_2=(1)$, $P_1=(-2,2)$, $P_0=(4,-8,4)$, in agreement with $4m+2$ and $12m^2-8$. For $J=\tfrac72$, $k=4$ the first four values are $20160,-37440,-8640,25920$, and division by 48 gives the diagonal $420,-780,-180,540$ of $O_4^0$, mirrored in $m$. For $q>0$,
\begin{equation}
\langle m+q|O_k^q|m\rangle=\frac{\alpha P_q(s)}{2F_{kq}}\sqrt{\prod_{i=0}^{q-1}(s+1+i)(N-s-i)} .
\label{el}
\end{equation}
The algorithm is therefore: obtain $F_{kq}$ from (\ref{coef}) with stepwise division, obtain $P_q(s)$ from (\ref{grid}), both in unbounded integers, and round only in (\ref{el}). Let each operation carry a relative error of at most $u=2^{-53}=1.110\times10^{-16}$. The exact fraction is rounded once ($u$), the integer under the root once ($u/2$ after the root), the root and the product once each: at most $3.5u$ relative to the exact element, to first order in $u$ and barring overflow. Against the Wigner--Eckart expression with exact Clebsch--Gordan coefficients, the worst error found is $1.16u$ over all elements for $J=\tfrac72$ and $2.35u$ over a sample at $J=30$, $k=27,45$.

\section{Three ways to lose accuracy}

\emph{Coefficient width.} Undivided coefficients first exceed $2^{53}$ at $k=12$ and $2^{63}$ at $k=13$; primitive ones at $k=18$ and $k=21$. These ranks refer to finished coefficients; sums before division are larger, so fixed-width arithmetic can fail earlier. The double-precision recurrence is still exact at $k=12$ and first wrong at $k=13$. Exactness at $k=12$ means that the finished integers above $2^{53}$ are representable, which requires each of them to be divisible by a sufficient power of two.

\emph{Commuting floating matrices.} Matrices living on the $q$-th subdiagonal form a space of dimension $N-q+1$, spanned by the orthogonal components $R_q$ of ranks $k'=q,\dots,N$. By (\ref{sigma}) the map $[\,\cdot\,,J_-]$ has singular values $\sigma_q(k')$ there, increasing with $k'$. Rounding noise is not confined to rank $k$, and a rank-$N$ component present in the starting matrix outgrows the signal by
\begin{equation}
A=\prod_{q=1}^k\frac{\sigma_q(N)}{\sigma_q(k)}=\sqrt{\frac{(N+k)!}{(N-k)!\,(2k)!}}=\sqrt{\binom{N+k}{2k}} .
\end{equation}
A new element has the form $ar-br'$; the rounded roots $a,b$, the products and the subtraction give an error of at most $3u(|ar|+|br'|)$. A bidiagonal matrix keeps its singular values when signs are removed, since diagonal sign matrices on both sides do this, so the injected error has norm at most $3u\sigma_q(N)\|R_q\|$. The remaining steps multiply it by at most $\prod_{q'<q}\sigma_{q'}(N)$, while $\|R_0\|=\|R_q\|\prod_{q'\le q}\sigma_{q'}(k)$. Each of the $k$ steps thus adds at most $3uA$, because every ratio in $A$ is at least 1. Forming $J_+^k$ from $k$ roots and products adds $2kuA$. To first order, $\|\delta R_0\|/\|R_0\|\le5kuA$.

At $k=N$ no higher rank exists and $A=1$. For the maximum over $k$, let $S_N=\sum_k\binom{N+k}{2k}$. From $\sum_N\binom{N+k}{2k}x^N=x^k/(1-x)^{2k+1}$, the geometric sum over $k$ is $(1-x)/(1-3x+x^2)$, so $S_N$ grows as $\varphi^{2N}$ with $\varphi^2=(3+\sqrt5)/2$, and $S_N/(N+1)\le A_{\max}^2\le S_N$. For $J=8$, $A_{\max}=904$ at $k=7$, about three digits; for $J=30$ it is $1.025\times10^{12}$ at $k=27$; $uA_{\max}$ first reaches 1 at $2J=80$.

\emph{Evaluating the polynomial.} Let $c_j$ be the exact coefficients of $p_0$ at given $X$. In Horner's rule each term passes one rounding of $c_j$ and at most $k$ products and $k$ sums, so the error relative to the norm of the exact diagonal is at most $(2k+1)u\kappa$, with $\kappa=\|\sum_j|c_j||m|^j\|/\|p_0(m)\|$, norms taken over the grid. At $k=N$ the diagonal is orthogonal to all polynomials of lower degree, hence proportional to the $N$-th difference weights $(-1)^s\binom Ns$. It is smallest at $|m|=J$, where the terms are largest, so the cancellation is extreme. For $J=30$, $q=0$, the measured errors relative to the norm of the exact diagonal are:
\begin{center}
\begin{tabular}{rllll}
$k$ & $A$ & commutator & $\kappa$ & Horner\\
6 & $2.2\times10^{6}$ & $1.0\times10^{-10}$ & $4.9\times10^{1}$ & 0\\
12 & $2.8\times10^{9}$ & $9.9\times10^{-8}$ & $7.3\times10^{3}$ & $2.1\times10^{-14}$\\
27 & $1.0\times10^{12}$ & $7.3\times10^{-5}$ & $5.2\times10^{9}$ & $1.4\times10^{-7}$\\
45 & $7.5\times10^{8}$ & $2.2\times10^{-7}$ & $7.2\times10^{17}$ & $2.6\times10^{1}$\\
60 & 1 & $1.4\times10^{-15}$ & $8.8\times10^{27}$ & $5.7\times10^{10}$
\end{tabular}
\end{center}
At $k=27$, $uA=1.110\times10^{-16}\times1.025\times10^{12}=1.1\times10^{-4}$ and the bound is $135\,uA=1.5\times10^{-2}$; the measured error lies close to $uA$ and well inside the bound. Projected on exact rank components, that error has a fraction $2.3\times10^{-23}$ of its squared norm in ranks up to 27 and its largest component in rank 60, which confirms the mechanism. The commutator column refers to $J_+^k$ formed by $k$ successive products, and the closeness to $uA$ depends on that choice: forming each element as one root of the exact integer product lowers the entries by factors of about 2 to 40, to $2.0\times10^{-6}$ at $k=27$. The zero at $k=6$ reflects exact arithmetic. With the form of $O_6^0$ asserted in the program and $X=930$, the coefficients are the integers $c_6,c_4,c_2,c_0=231,\,-292215,\,90326544,\,-3987244800$, with $231=12!/(6!\cdot2880)$. Every Horner intermediate is an integer bounded by $\sum_j|c_j|30^j\approx4.9\times10^{11}<2^{53}\approx9.0\times10^{15}$, so nothing is rounded.

\section{Worked example: a cubic model for $J=15/2$}

Invariance under the fourfold rotation about $z$ allows $q=0,4,8,\dots$, and evenness in $y$ selects the cosine operators. By (\ref{gen}) the ratios follow from the partners $f_q=p_q^{\rm top}(z,r^2)\,\mathrm{Re}(x+iy)^q$, required equal at points related by permuting axes. By (\ref{leg}), $f_0(0,0,1)=k!\,2^k/F_{k0}$.

For $k=4$, $f_0$ is $35-30+3=8$ on the $z$ axis and 3 on the $x$ axis, where $f_4=1$; $8=3+a$ gives $a=5$. For $k=6$, $f_0(0,0,1)=720\cdot64/2880=16$ and $f_0(1,0,0)=16\cdot\frac{720}{36}(-\tfrac14)^3=-5$. Equation (\ref{top}) gives $12z$, then $132z^2-12X$, and $F_{64}=12$ leaves $11z^2-X$, so $f_4(1,0,0)=-1$; $16=-5-a$ gives $a=-21$.

For $k=8$, $f_0(0,0,1)=40320\cdot256/80640=128$. Equation (\ref{top}) gives $16z$, $240z^2-16X$, $3360z^3-672Xz$, $43680z^4-17472Xz^2+672X^2$, and $F_{84}=672$ leaves $65z^4-26Xz^2+X^2$. On the $x$ axis $f_0=128\cdot70/256=35$ and $f_4=f_8=1$, so $a+b=93$. At $(1,0,1)$, (\ref{leg}) gives $f_0=128-1792+3360-1120+35=611$, with $f_4=65-52+4=17$ and $f_8=1$. At $(1,1,0)$, $f_0=35\cdot16=560$, $f_4=4\cdot(-4)=-16$, $f_8=16$. Equality requires $33a-15b=-51$, so $48a=1344$, $a=28$, $b=65$. These conditions are necessary; the program asserts that the resulting matrices are invariant under a fourfold rotation about $x$. The model is
\begin{equation}
H=B_4(O_4^0+5O_4^4)+B_6(O_6^0-21O_6^4)+B_8(O_8^0+28O_8^4+65O_8^8),
\end{equation}
with round parameters $B_4=10^{-6}$, $B_6=10^{-8}$, $B_8=10^{-10}$ eV. A one-electron potential acting at first order within an $f$ shell has $k\le2l=6$, so rank 8 can arise only as an effective higher-order term, and a description within one $J$ assumes the multiplet is well separated from its neighbours. The value of $B_8$ is chosen to exercise the operators and describes no real ion. In a single $LS$ term with these $B_4$, $B_6$ and a spin--orbit gap of 3500 to 6500 cm$^{-1}$ to the next multiplet, $J$-mixing gives $B_8$ of order $10^{-12}$ eV, less than $10^{-3}$ of $\mathrm{Tr}\,H^2$, together with ranks 10 and 12 of similar weight.

The elements $\langle J,J|O_k^0|J,J\rangle=16380$, $900900$, $129729600$ give $0.0164$, $0.0090$, $0.0130$ eV. With $B_8=0$ the levels, degeneracies in parentheses, are $-0.0448\,(2)$, $-0.0244\,(4)$, $-0.0042\,(4)$, $0.0121\,(2)$, $0.0449\,(4)$ eV, and the splitting is $0.0449+0.0448=0.0897$ eV $=723$ cm$^{-1}$. The squares give $2(0.044803^2+0.012096^2)+4(0.024370^2+0.004174^2+0.044897^2)=1.482\times10^{-2}$ eV$^2$, equal to $\mathrm{Tr}\,H^2$ from (\ref{norm}). With $B_8$ the levels are $-0.1071\,(2)$, $-0.0486\,(4)$, $0.0301\,(4)$, $0.0461\,(4)$, $0.0520\,(2)$ eV, and the splitting is $0.0520+0.1071=0.1591$ eV $=1283$ cm$^{-1}$. By orthogonality of ranks the increase $4.993\times10^{-2}-1.482\times10^{-2}=3.511\times10^{-2}$ eV$^2$ is the rank-8 term alone, 70\% of $\mathrm{Tr}\,H^2$. The share of a term in $\mathrm{Tr}\,H^2$ is $B_k^2$ times the trace of its squared operator and cannot be read from $B_k$ alone; with the parameters chosen here the smallest $B_k$ carries the largest share. The numerical check printed below also asserts (\ref{coef}), (\ref{grid}) and (\ref{gen}) against exact integer matrices, the norms, the singular values, the bound $5kuA$, and the other two bounds with the slightly looser constants $3.6u$ and $(2k+2)u\kappa$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
k=4 q=4: F=1, p = 1
k=4 q=3: F=4, p = 2*z + 3
k=4 q=2: F=8, p = -X + 7*z**2 + 14*z + 9
k=4 q=1: F=24, p = -6*X*z - 3*X + 14*z**3 + 21*z**2 + 19*z + 6
k=4 q=0: F=48, p = 3*X**2 - 30*X*z**2 - 6*X + 35*z**4 + 25*z**2
F_2,q for q=0..2: [4, 2, 1]
F_6,q for q=0..6: [2880, 1440, 360, 60, 12, 6, 1]
F_8,q for q=0..8: [80640, 40320, 40320, 6720, 672, 336, 16, 8, 1]
J=7/2, P_0(s) of k=4, s=0..7: [20160, -37440, -8640, 25920, 25920, -8640, -37440, 20160]
J=7/2, diagonal of O_4^0: [420, -780, -180, 540, 540, -180, -780, 420]
first rank with raw coefficient above 2^53, 2^63: [12, 13]
first rank with primitive coefficient above 2^53, 2^63: [18, 21]
first rank where the float64 recurrence is inexact: 13
unit round-off u = 1.110e-16
integer route, worst relative error / u: J=7/2 1.16, J=30 2.35
J=8: largest A = 9.040e+02 at k = 7
J=30: largest A = 1.025e+12 at k = 27
smallest 2J with u*A_max >= 1: 80
J=30, q=0 relative errors: k, A, commutator error, kappa, Horner error
   6  2.22e+06  1.03e-10  4.91e+01  0.00e+00
  12  2.82e+09  9.86e-08  7.34e+03  2.09e-14
  27  1.03e+12  7.33e-05  5.15e+09  1.44e-07
  45  7.46e+08  2.24e-07  7.15e+17  2.62e+01
  60  1.00e+00  1.42e-15  8.85e+27  5.72e+10
k=27 error: weight in ranks <= 27 is 2.3e-23, dominant rank 60
cubic ratios k=4, q=0,4,..: [1, 5]
cubic ratios k=6, q=0,4,..: [1, -21]
cubic ratios k=8, q=0,4,..: [1, 28, 65]
J=15/2 model: B4, B6, B8 = 1e-06 1e-08 1e-10 eV
<J,J|O_k^0|J,J> for k=4,6,8: [16380, 900900, 129729600]
B8=0: E = -0.044803 eV, degeneracy 2
B8=0: E = -0.024370 eV, degeneracy 4
B8=0: E = -0.004174 eV, degeneracy 4
B8=0: E = +0.012096 eV, degeneracy 2
B8=0: E = +0.044897 eV, degeneracy 4
B8=0: Tr H^2 = 1.481560e-02 eV^2
B8=0: splitting = 0.089701 eV = 723.48 cm^-1
full: E = -0.107073 eV, degeneracy 2
full: E = -0.048646 eV, degeneracy 4
full: E = +0.030069 eV, degeneracy 4
full: E = +0.046107 eV, degeneracy 4
full: E = +0.052013 eV, degeneracy 2
full: Tr H^2 = 4.992571e-02 eV^2
full: splitting = 0.159086 eV = 1283.12 cm^-1
\end{verbatim}
